The Coulomb Factor on Plane-Wave Rates for Short-Range Processes

A rate that depends on an electron or a positron reaching a proton is easiest to compute with a plane wave for the incoming particle, and one then has to decide what to do about the Coulomb force that the plane wave leaves out. If the process acts over a distance b that is small compared with both the wavelength and the Bohr radius, and is weak enough for first-order perturbation theory, its matrix element is proportional to the wave function at zero separation, and the rate to |ψ(0)|². Provided the products of the process do not themselves attract or repel each other by a Coulomb force, that force then enters only as a factor S on the plane-wave rate, and the choice is between dropping S, using a low-speed limit of it, and keeping its full form. At a relative energy of 1 eV the factor is about 23 for an electron and about 2 × 10⁻⁹ for a positron, and at 1000 eV it is still 1.41 and 0.68.

The model is two spinless point charges Z₁ and Z₂ without relativity, in Hartree atomic units (ħ = mₑ = e = 4πε₀ = 1, so that c = 1/α). After the centre-of-mass motion is separated, the relative coordinate obeys

−∇²ψ/(2μ) + (Z₁Z₂/r)ψ = Eψ,  E = k²/(2μ),

where μ is the reduced mass and k = μv, with v the relative speed at infinite separation. Multiplying by −2μ/k² and measuring lengths in units of 1/k leaves one parameter:

∇²ψ + (1 − 2η/r)ψ = 0,  η = Z₁Z₂μ/k = Z₁Z₂/v = Z₁Z₂ α c/v.  (1)

With a proton as partner, η = −1/v for an electron and η = +1/v for a positron. The quantity S is a ratio, the density at r = 0 divided by the density of the incident beam far upstream. In a 1/r potential the incident wave never becomes a pure plane wave, because it keeps a logarithmic phase, so the convention must be that its modulus tends to one.

Let the beam run along +z. A plane wave is e^{iz} times 1, and an outgoing spherical wave has the phase e^{ir} = e^{iz} e^{i(r − z)}, so both are e^{iz} times a function of s = r − z, up to slowly varying factors. An incoming spherical wave is not of this form. This suggests

ψ = N e^{iz} f(s),  s = r − z = 2r sin²(θ/2) ≥ 0.

The product rule gives ∇²(e^{iz} f) = e^{iz}[−f + 2i ∂f/∂z + ∇²f]. The gradient of s is r̂ − ẑ, so |∇s|² = 2 − 2z/r = 2s/r. Further ∇²s = ∇²r = 2/r, and ∂s/∂z = z/r − 1 = −s/r. Hence ∇²f = (2s/r) f″ + (2/r) f′ and 2i ∂f/∂z = −2i(s/r) f′. The term −f cancels the 1 in (1), every remaining term carries the factor 2/r, and what is left depends on s alone:

s f″ + (1 − is) f′ − η f = 0.  (2)

A power series f = Σ cₙ sⁿ with c₀ = 1 requires (n + 1)² cₙ₊₁ = (η + in) cₙ. The ratio of successive coefficients tends to zero, so the series converges for all s. The Wronskian W of two solutions of (2) obeys W′ = −(1/s − i)W, so W is proportional to e^{is}/s, and a second independent solution behaves as ln s at small s. Since s = 0 is the whole forward axis, that solution is infinite along a half-line and is excluded. The regular solution with f(0) = 1 is therefore unique, and ψ(0) = N. The task is to find how large f becomes at large s, which fixes N.

For this an integral form of f is needed. With x = is, so that d/ds = i d/dx and s = x/i, equation (2) divided by i becomes

x f″ + (1 − x) f′ + iη f = 0,  (3)

the primes now meaning d/dx. Differentiating (3) once shows that G, proportional to f′, must obey

x G″ + (2 − x) G′ − (1 − iη) G = 0.  (4)

This equation has a solution as a convergent integral,

G(x) = B⁻¹ ∫₀¹ w dt,  w = e^{xt} t^{−iη} (1 − t)^{iη},  B = ∫₀¹ t^{−iη} (1 − t)^{iη} dt,

where t^{−iη} = exp(−iη ln t) has modulus one on the interval, and G(0) = 1. Each x-derivative brings down a factor t, so the left side of (4) has the integrand w[xt² + (2 − x)t − (1 − iη)]. On the other hand,

∂/∂t [e^{xt} t^{1−iη} (1 − t)^{1+iη}] = w[xt(1 − t) + (1 − iη)(1 − t) − (1 + iη)t] = w[xt − xt² + 1 − iη − 2t],

which is the same expression with the opposite sign. The integral of this derivative is the difference of the bracketed function at the two ends, and that function contains t(1 − t) in its modulus, so it vanishes at both. Thus G solves (4). Now set f = xG′ + (1 − x)G. Then

f′ = xG″ + (2 − x)G′ − G = (1 − iη)G − G = −iη G,

by (4), and therefore x f″ + (1 − x) f′ = −iη[xG′ + (1 − x)G] = −iη f, which is (3). Also f(0) = G(0) = 1 and f is regular, so it is the solution sought. Under the integral the combination multiplies w by xt + 1 − x = 1 − x(1 − t), so

f(s) = B⁻¹ ∫₀¹ e^{ist} t^{−iη} (1 − t)^{iη} [1 − is(1 − t)] dt.  (5)

The constant B is needed in two forms. The first uses Γ(a) = ∫₀^∞ e^{−τ} τ^{a−1} dτ, for which integration by parts gives Γ(a + 1) = aΓ(a). Write Γ(1 − iη)Γ(1 + iη) as a double integral of e^{−p−q} p^{−iη} q^{iη} over p, q > 0 and substitute p = λt, q = λ(1 − t), whose Jacobian is λ. The powers of λ cancel in p^{−iη}q^{iη}, the λ-integral is ∫ λ e^{−λ} dλ = 1, and the t-integral is B. The two Gamma functions are complex conjugates for real η, so

B = Γ(1 − iη)Γ(1 + iη) = |Γ(1 + iη)|².

The second form is elementary. Put t = 1/(1 + e^{−y}), so that t/(1 − t) = e^{y} and dt = t(1 − t) dy = dy/(4cosh²(y/2)). Then B = ∫ h(y) dy over the real line, with h(y) = e^{−iηy}/(4cosh²(y/2)). Under y → y + 2πi the cosh changes sign, its square does not, and the numerator gains the factor e^{2πη}. Integrate h anticlockwise round a long rectangle with one side on the real axis and the other on the line Im y = 2π. The short sides vanish as the rectangle lengthens, so the total is B − e^{2πη}B. The only pole inside is at y = iπ. With y = iπ + ε, cosh(y/2) = i sinh(ε/2), so the denominator is −ε²(1 + O(ε²)), while the numerator is e^{πη}(1 − iηε + O(ε²)). The coefficient of 1/ε is +iη e^{πη}, and

B(1 − e^{2πη}) = 2πi · iη e^{πη} = −2πη e^{πη},

B = 2πη e^{πη}/(e^{2πη} − 1) = πη/sinh(πη).  (6)

B is positive for all real η, so the division by B in (5) is legitimate.

For large s the integrand of (5) oscillates quickly and only the end points contribute. To isolate them, move the path into the upper half-plane, where e^{ist} decays as e^{−s Im t}. The integrand is analytic in the half-strip 0 < Re t < 1, Im t > 0, with arg t running from 0 to π/2 and arg(1 − t) from 0 to −π/2, and apart from the exponential it grows at most linearly. The integral from 0 to 1 therefore equals the integral up the ray t = iτ/s minus the integral up the ray t = 1 + iτ/s, with τ from 0 to ∞ on each.

On the first ray e^{ist} = e^{−τ} and dt = i dτ/s. The power of t is

t^{−iη} = exp(−iη[ln τ − ln s + iπ/2]) = e^{πη/2} τ^{−iη} s^{iη},

and the real factor e^{πη/2}, produced by the argument π/2, is the source of the whole difference between attraction and repulsion. Next, (1 − t)^{iη} = 1 + ητ/s + O(τ²/s²), where the remainder estimate holds for all τ because the second derivative of (1 − iσ)^{iη} is bounded for σ ≥ 0. The bracket in (5) is 1 − τ − is, and multiplied by i/s it is 1 + i(1 − τ)/s. The product of these two factors is 1 + [ητ + i(1 − τ)]/s + O(s⁻²). Against the weight e^{−τ}τ^{−iη}, a constant integrates to Γ(1 − iη) and τ integrates to Γ(2 − iη) = (1 − iη)Γ(1 − iη), so the coefficient of 1/s becomes η(1 − iη) + i − i(1 − iη) = −iη² = η²/i. The first ray contributes e^{πη/2} s^{iη} Γ(1 − iη)[1 + η²/(is)].

On the second ray e^{ist} = e^{is}e^{−τ} and 1 − t = −iτ/s, so

(1 − t)^{iη} = exp(iη[ln τ − ln s − iπ/2]) = e^{πη/2} τ^{iη} s^{−iη}.

The bracket is 1 − is(−iτ/s) = 1 − τ, and t^{−iη} = 1 + O(τ/s). The τ-integral is Γ(1 + iη) − Γ(2 + iη) = −iη Γ(1 + iη). With the minus sign of this ray and dt = i dτ/s the prefactor is −(i/s)(−iη) = −η/s. Dividing both contributions by B = Γ(1 − iη)Γ(1 + iη),

f = e^{πη/2} { s^{iη}[1 + η²/(is)]/Γ(1 + iη) − η e^{is} s^{−iη−1}/Γ(1 − iη) } + O(s⁻²).  (7)

The expansion is useful when s is large compared with both 1 and η². Multiplied by e^{iz}, the first term is a wave with phase z + η ln s. The gradient of that phase is ẑ + η∇s/s, which tends to ẑ, so this is the incident beam. Its modulus tends to one if

N = e^{−πη/2} Γ(1 + iη),

any further constant phase being a convention. The second term then has the phase e^{iz}e^{is} = e^{ir} and falls as 1/s = 1/(2r sin²(θ/2)). It is an outgoing wave of modulus |η|/(2r sin²(θ/2)), because Γ(1 + iη)/Γ(1 − iη) and s^{−iη} have modulus one. In ordinary lengths its cross-section is η²/(4k² sin⁴(θ/2)), the Rutherford formula. The solution thus holds an incident beam and an outgoing wave and nothing else, as a scattering state must. With |Γ(1 + iη)|² = B and (6),

S(η) = |ψ(0)|² = e^{−πη} πη/sinh(πη) = 2πη/(e^{2πη} − 1),  (8)

the last step following from sinh(πη) = e^{−πη}(e^{2πη} − 1)/2. This is the Sommerfeld factor. Since f = 1 wherever s = 0, the density equals S along the entire forward axis, where the expansion (7) never applies.

The same number appears in the s-wave alone, and that form is the one suited to physical interpretation and to numerical work. Write ρ = kr for the scaled radius. Averaging (1) over directions removes the angular part of the Laplacian, so the average of ψ is N u(ρ)/ρ, where

u″ + (1 − 2η/ρ) u = 0,  u(0) = 0,  u′(0) = 1.  (9)

These conditions fix u, since the Wronskian of two solutions of (9) is constant and a second solution cannot also vanish at the origin. The solution is u = ρφ with φ = e^{−iρ}G(2iρ). Indeed φ′ = e^{−iρ}(−iG + 2iG′) and φ″ = e^{−iρ}(−G + 4G′ − 4G″), and u″ = ρφ″ + 2φ′, so

u″ + u − 2ηφ = e^{−iρ}[−4ρG″ + (4ρ + 4i)G′ − (2i + 2η)G].

With x = 2iρ one has −4ρ = 2ix, 4ρ + 4i = 2i(2 − x) and 2i + 2η = 2i(1 − iη), so the bracket is 2i times the left side of (4) and vanishes. The two rays applied to G(is), which lacks the bracket of (5), give at leading order

G(is) → B⁻¹ (i/s) e^{πη/2} [s^{iη}Γ(1 − iη) − e^{is}s^{−iη}Γ(1 + iη)].

Put s = 2ρ and Γ(1 ± iη) = √B e^{±iσ₀}, and multiply by ρe^{−iρ}. The bracket becomes √B(e^{−iΘ} − e^{iΘ}) with Θ = ρ − η ln 2ρ + σ₀, and (i/2)(e^{−iΘ} − e^{iΘ}) = sin Θ, so

u → A sin(ρ − η ln 2ρ + σ₀),  A = e^{πη/2}/√B,  1/A² = e^{−πη}B = S.  (10)

A solution started with unit slope ends with amplitude 1/√S. Equivalently |N|A = 1: the s-wave part of ψ has the same unit amplitude at large ρ as the average sin ρ/ρ of a plane wave.

To read A from a solution known only out to a finite radius, and to understand the limits, it helps to have a nearly conserved quantity. For any equation u″ + q²u = 0 with q > 0, let p = q′/(2q), a = q^{1/2}u and b = q^{−1/2}(u′ + pu). Differentiating, a′ = q^{1/2}(u′ + pu) = qb. For b, use u″ = −q²u and u′ = q^{1/2}b − pu:

b′ = −pb + q^{−1/2}[−q²u + p(q^{1/2}b − pu) + p′u] = −qa + (p′ − p²)a/q.

The sum of squares

I = a² + b² = q u² + (u′ + q′u/(2q))²/q

therefore obeys the exact equation I′ = 2ab(p′ − p²)/q, and |2ab| ≤ I gives |I′/I| ≤ |p′ − p²|/q. I is the WKB invariant. For (9), q² = 1 − 2η/ρ, so at large ρ p ≈ η/(2ρ²) and p′ ≈ −η/ρ³. I then tends to A². Its remaining relative drift beyond ρ is at most about |η|/(2ρ²), and since 2ab oscillates as the sine of twice the phase, an integration by parts reduces it to order |η|/ρ³. Integrating (9) by an eighth-order Runge–Kutta method from the small-ρ form u = ρ + ηρ² (which follows from u″ ≈ 2η) out to ρ = 200, and taking 1/I there, gives 6.294941 for η = −1 and 0.01175544 for η = +1, the values of (8) to these digits.

The invariant also settles whether the logarithmic phase spoils the meaning of S as a ratio of densities. Replace 2η/ρ by (2η/ρ)e^{−ρ/R}, with R the screening length in units of 1/k. The state is then a true plane wave plus an outgoing wave, and u → A sin(ρ + δ). The incoming part of sin ρ/ρ is −e^{−iρ}/(2iρ), and scattering cannot change it. The s-wave C u/ρ has the incoming part −CA e^{−iδ}e^{−iρ}/(2iρ), so CA e^{−iδ} = 1 and |ψ(0)|² = |C|² = 1/A², an ordinary ratio to a plane-wave density. For ρ ≪ R the potential is 2η/ρ − 2η/R, which is the Coulomb problem with wave number κ, where κ² = 1 + 2η/R, and parameter η/κ. Its unit-slope solution is the Coulomb one in the variable κρ divided by κ, with amplitude A_c/κ and invariant κ(A_c/κ)² = A_c²/κ, where 1/A_c² = S(η/κ). For R large compared with both 1 and |η| there is a region of ρ, far above both and far below R, where this invariant is already established, beyond it q varies smoothly, and at infinity q = 1 and I = A². To leading order in 1/R, then, 1/A² = κS(η/κ). With X = 2πη/κ this product is 2πη/(e^{X} − 1), the derivative of its logarithm with respect to ln κ is Xe^{X}/(e^{X} − 1), which equals S(−η) at κ = 1, and ln κ ≈ η/R. So

1/A² ≈ S(η) + S(η)S(−η) η/R,  (11)

which tends to S as the screening is removed. Runge–Kutta integration out to ρ = 18R, with A² = u² + u′² there, gives 3.26766, 3.27565 and 3.27958 for η = −0.5 at R = 15, 30 and 60, and 0.15716, 0.14959 and 0.14576 for η = +0.5. If the values are taken as a power series in 1/R, the combination (8 × third − 6 × second + first)/3 cancels the terms in 1/R and 1/R² and yields 3.28348 and 0.14189 from the unrounded numbers, equal to (8) at these digits. Equation (11) predicts absolute shifts of equal size and opposite sign for ±η, namely 3.28348 × 0.14189 × 0.5/60 ≈ 0.0039 at R = 60, and the integrated values lie 0.0039 below and 0.0039 above the Coulomb ones.

The limits follow from (8). Multiplying numerator and denominator of S(−η) = 2πη/(1 − e^{−2πη}) by e^{2πη} gives two exact relations,

S(−η) = e^{2πη} S(η),  S(−η) − S(η) = 2πη.

For an electron, η = −|η| and S = 2π|η|/(1 − e^{−2π|η|}). For a positron, S = 2πη e^{−2πη}/(1 − e^{−2πη}). As v → 0 the denominators tend to one:

electron: S → 2π|η| = 2π α c/v,  positron: S → 2πη e^{−2πη} = (2π α c/v) e^{−2π α c/v}.

In both cases the ratio of the exact factor to its limit is 1/(1 − e^{−2π|η|}), so each limit lies below the exact value by the same relative amount, with an error that is exponentially small in 1/v. The ratio is 1.01 when e^{2π|η|} = 101, that is at |η| = ln(101)/(2π) = 0.7345. For fast particles write y = πη. From (8), S = y(cosh y − sinh y)/sinh y = −y + y coth y. Dividing the series 1 + y²/2 + y⁴/24 by 1 + y²/6 + y⁴/120 gives y coth y = 1 + y²/3 + y⁴(1/24 − 1/120 − 1/18) + O(y⁶), so

S = 1 − πη + (πη)²/3 − (πη)⁴/45 + O(η⁶).

The plane-wave value S = 1 is approached only linearly in 1/v, and the condition for dropping the factor is π|η| ≪ 1.

The exponential for the positron is a tunnelling factor. The local wave number in (9) is imaginary for ρ < 2η, that is for r < 2η/k = 2μ/k² = 1/E, the classical distance of closest approach in a head-on collision. The WKB exponent through this region is evaluated with ρ = 2η sin²φ, for which √(2η/ρ − 1) = cos φ/sin φ and dρ = 4η sin φ cos φ dφ:

∫₀^{2η} √(2η/ρ − 1) dρ = 4η ∫₀^{π/2} cos²φ dφ = πη.

The amplitude falls by e^{−πη} and the density by e^{−2πη}. This estimate supplies the exponent only. The prefactor 2πη comes from the exact solution.

The 1/v growth for the electron has a different origin. Return to ordinary lengths, with q² = k² + 2μ/r and du/dr = 1 at the origin. Then u is the scaled solution divided by k, the invariant at infinity is I = k(A/k)² = A²/k, and S = 1/(kI). Here p = −μ/(2r(k²r + 2μ)), so |p| ≤ 1/(4r). Its derivative p′ = μ(k²r + μ)/(r²(k²r + 2μ)²) is at most 1/(2r²), and 1/q ≤ √(r/2μ). The bound on |I′/I| is therefore a constant times μ^{−1/2}r^{−3/2} for every k, and its integral beyond a radius r₁ is small when μr₁ ≫ 1. Inside a fixed r₁ the term k² becomes negligible against 2μ/r as k → 0, and u approaches the zero-energy solution. So I tends to a finite constant I₀ as k → 0, and S → 1/(kI₀). Comparison with S → 2πμ/k shows that I₀ = 1/(2πμ). Integration of the zero-energy equation with μ = 1 out to r = 2000 bohr gives 2πI = 0.99998, the residual drift at zero energy being of relative order 1/r by the same integration by parts. In physical terms, the incoming s-wave of a unit beam has modulus 1/(2kr) and carries the flux 4πr² (2kr)⁻² k/μ = π/(μk) towards the centre. Near the proton the electron's motion is governed by the attraction and no longer by its initial speed, so the density there is a fixed multiple of that flux, and it grows as 1/k. Without the attraction the density would be the flux divided by an area of order 1/k² and a speed k/μ, which gives a value of order one at every k, consistent with S = 1.

This divergence is what makes the attractive continuum join smoothly to the Rydberg series. Confine the s-waves in a large sphere of radius L. The norm of the unit-slope solution is (A/k)² L/2 at leading order in L, and ψ = u/(r√(4π)) after normalisation, so |ψ(0)|² = 2k²/(4πA²L) = k²S/(2πL). The boundary condition spaces the levels by Δk = π/L, the logarithmic phase altering this only at relative order (ln L)/L, so there are (L/π)(μ/k) levels per unit energy. The density at the origin per unit energy is

D(E) = μ k S/(2π²) → μ²/π as k → 0 for the electron,

which is finite, while for the positron D vanishes faster than any power of k. For the bound states take μ = 1 first. With angular momentum l treated as a real parameter and E = −κ²/2, the radial equation is u″ = [l(l + 1)/r² − 2/r + κ²]u. Setting u = e^{−κr} Σ cⱼ r^{j+l+1} gives

[(j + l + 2)(j + l + 1) − l(l + 1)] cⱼ₊₁ = 2[κ(j + l + 1) − 1] cⱼ.

If the series does not end, cⱼ₊₁/cⱼ → 2κ/j and u grows as e^{κr}, so it must end at some j, and E = −1/(2n²) with n = j + l + 1. For a normalised real eigenstate, dE/dl equals the mean of ∂H/∂l, because the terms containing ∂u/∂l add up to E times the derivative of the norm, which is zero (the boundary terms at the origin vanish with r). Here dE/dl = 1/n³ at fixed j and ∂H/∂l = (2l + 1)/(2r²), so ⟨r⁻²⟩ = 2/n³ at l = 0. Next multiply the l = 0 equation u″ = 2(V − E)u by 2u′, which gives (u′²)′ = 2(V − E)(u²)′, and integrate from 0 to ∞. The left side gives −u′(0)². On the right, integration by parts leaves −2∫V′u² dr, since Vu² vanishes at both ends, and V′ = 1/r². Hence u′(0)² = 2⟨r⁻²⟩ = 4/n³ and |ψ(0)|² = 1/(πn³). The levels are spaced by dE/dn = 1/n³, so the density per unit energy below threshold is 1/π. For general μ lengths scale as 1/μ and energies as μ, which turns this into μ³/(πμ) = μ²/π, the continuum limit. At μ = 1 the continuum value at k = 1/3 bohr⁻¹ is 0.31831 bohr⁻³ hartree⁻¹. The level n = 20, divided by the actual spacing (E₂₁ − E₁₉)/2 = n/(n² − 1)², gives 0.31672 in the same unit, lower than 1/π by the factor (1 − 1/n²)² that distinguishes this spacing from 1/n³.

For a real electron or positron and a proton, the masses give μ = mₚ/(mₚ + mₑ) = 0.999456. Take a centre-of-mass energy of 1 eV, which is 1/27.211386 = 0.036749 hartree. Then

k = √(2 × 0.999456 × 0.036749) = 0.27103 bohr⁻¹,  v = k/μ = 0.27118,  |η| = 1/v = 3.6876,

with v/c = 1.98 × 10⁻³. It follows that 2π|η| = 23.170 and e^{−2π|η|} = 8.66 × 10⁻¹¹. The denominator 1 − e^{−2π|η|} differs from one by less than 10⁻¹⁰, so the slow limits can be used without loss:

electron: S = 23.17,  positron: S = 23.170 × 8.6595 × 10⁻¹¹ = 2.006 × 10⁻⁹.

Integration of (9) with the invariant taken at ρ = 200 returns 23.17 and 2.006 × 10⁻⁹ as well. The ratio of the two densities is e^{2π|η|} = 1.155 × 10¹⁰. The positron's turning point is at 1/E = 27.21 bohr, or 1.44 nm. The electron's density per unit energy, μkS/(2π²), is 0.31796 bohr⁻³ hartree⁻¹, the threshold value μ²/π to these digits. At other energies |η| = √(μ/2E), and (8) gives the following, in the order |η|, electron, positron.

0.1 eV: 11.66, 73.27, 1.11 × 10⁻³⁰
10 eV: 1.166, 7.332, 4.82 × 10⁻³
100 eV: 0.3688, 2.570, 0.2534
1000 eV: 0.1166, 1.411, 0.6780

The ratio of the exact factor to the slow limit is 1.0007 at 10 eV, 1.109 at 100 eV and 1.93 at 1000 eV. It reaches 1.01 at E = μ/(2 × 0.7345²) = 0.926 hartree, or 25.2 eV, so below that energy S exceeds its slow limit by less than 1% of the limit, for either charge. At 1000 eV the fast series through (πη)² gives 1.4111 and 0.6784 against the exact 1.4107 and 0.6780. Both are high by 0.0004, the size of the omitted term (π × 0.1166)⁴/45. At no energy in this range is S = 1 adequate.

At low energy the positron factor is sensitive to its input in a way the electron factor is not. From (8), d ln S/d ln η = 1 − 2πη e^{2πη}/(e^{2πη} − 1) = 1 − S(−η), and |η| varies as E^{−1/2}, so d ln S/d ln E = [S(−η) − 1]/2. For the slow electron S(−η) is negligible and the slope is −1/2. For the positron at 1 eV it is (23.17 − 1)/2 ≈ 11. A positron striking a proton at rest has laboratory energy v²/2 = E/μ, which differs from E by 1 − μ ≈ 0.05%, and taking one for the other shifts S by about 0.6% of its value. For the same reason S must be averaged over the energy distribution of a beam unless the relative spread is small compared with the inverse of this slope, which is about 0.09 at 1 eV.

The conditions of the model limit the result in four ways. First, the proton must be bare. The shift in (11) comes from the constant −2η/R that exponential screening adds to the potential near the origin, and a cutoff without such a constant, for instance e^{−(ρ/R)²}, has no term in 1/R and acts only at order 1/R². For exponential screening at a physical distance d = R/k, (11) gives the relative effect S(−η)η/(kd) at leading order. For a slow positron this is 2πη²/(kd), which equals πη times the ratio of the turning-point distance 2η/k to d, so d must exceed that distance by much more than the factor πη. A hydrogen atom, whose electron cancels the proton's charge within a few bohr, lies far outside this condition at 1 eV. For a slow electron S(−η) is exponentially small and the first-order effect nearly vanishes, although the estimate still assumes a smooth screening with kd large compared with both 1 and |η|. Second, the proton and the interaction range b are treated as points. Near the origin u/ρ = 1 + ηρ + O(ρ²), and ηρ = ±μr, so the spherical average of the wave function changes across a distance b by the fraction μb, the ratio of b to the Bohr radius, with further terms of order (μb)² and (kb)². The full ψ also has a direction-dependent linear term. With f = 1 + ηk(r − z) + … and e^{ikz} = 1 + ikz + …, one has ψ/ψ(0) = 1 + ηkr + (i − η)kz + …, so this term is (i − η)kz, with parts of size kb and μb. It is odd in z and drops out for an interaction that is even under inversion over its range, an isotropic one in particular. For a proton radius of roughly 1 fm the fraction μb is roughly 2 × 10⁻⁵. Third, relativity and spin are left out. As an order-of-magnitude estimate that is not derived here, the corrections are of relative size (v/c)² and α² = 5.3 × 10⁻⁵, possibly multiplied by a logarithm, because the Coulomb energy 1/r reaches the rest energy c² at r = α² bohr and the non-relativistic equation fails inside that radius. With v/c = 6.3 × 10⁻² at 1000 eV, (v/c)² is about 4 × 10⁻³, so on this estimate even the third figure of the factors quoted at that energy is not guaranteed for the physical system. A logarithm of the size ln(1/α²) ≈ 10 would bring the α² term to about 5 × 10⁻⁴, so the fourth figure quoted at any energy describes the model only. Fourth, (8) governs only processes that sample ψ itself at the origin, and it accounts for the incoming pair alone. If a charged pair also leaves, its wave function at the origin supplies a second factor of the same kind: in elastic scattering by a weak contact force the extra s-wave phase shift scales as S and its square as S². A process that depends on the gradient of ψ there, or one strong enough to distort the wave outside its own range, needs the higher partial waves or the irregular solution of (9), and its Coulomb correction is not given by S alone.
